\section*{Restricted Mean Field Misses Coulomb Blockade in a Spin-Degenerate Level}

\section{A current that is too large by half}

A single spin-degenerate orbital sits between two equal, weakly coupled leads. At a bias of 20 mV the rate equations for its charge states give a current of 162.3 pA. Restricted mean field, with the same parameters, gives 243.4 pA. The second value is the full current of the orbital, as if the Coulomb repulsion had no effect, although the bias is too small to put a second electron on the orbital in a single tunnelling event.

The model has orbital energy $\varepsilon=2$ meV, measured from the zero-bias Fermi level, charging energy $U=10$ meV and thermal energy $kT=0.1$ meV. These are round model parameters. The orbital Hamiltonian is
\begin{equation}
H=\varepsilon(n_\uparrow+n_\downarrow)+U n_\uparrow n_\downarrow ,
\end{equation}
so the first electron costs $\varepsilon$ and the second costs $\varepsilon+U=12$ meV. The bias is applied symmetrically, $\mu_L=eV/2$ and $\mu_R=-eV/2$ with $e>0$. The current $I$ is $e$ times the net number of electrons passing from left to right per unit time.

An electron of given spin tunnels between the orbital and one lead at the golden-rule rate $\gamma$, multiplied by $f$ for entry and by $1-f$ for exit, where $f$ is the Fermi function of that lead at the energy exchanged. Here $\hbar\gamma=0.001$ meV, hence $e\gamma=243.4$ pA. Because $\hbar\gamma\ll kT$, successive tunnelling events are treated as independent. Cotunnelling, Kondo correlations and corrections of relative order $\hbar\gamma/kT$ are left out.

\subsection*{The rate equations at 20 mV}

Now $\mu_L=10$ meV and $\mu_R=-10$ meV. The energy $\varepsilon$ lies inside the window, and $\varepsilon+U$ lies $2\ \text{meV}=20\,kT$ above $\mu_L$. Double occupation can therefore be dropped. An empty orbital accepts either spin from the left, at total rate $2\gamma$. A single electron has one way out to the right, at rate $\gamma$. With $p_0$ and $p_1$ the probabilities of zero and one electron, stationarity and normalization give
\begin{equation}
2\gamma p_0=\gamma p_1,\qquad p_0+p_1=1
\quad\Rightarrow\quad p_0=\tfrac13,\quad p_1=\tfrac23 .
\end{equation}
The current is $I=e\gamma p_1=\tfrac23\times243.4\ \text{pA}=162.3$ pA.

The factor of two between entry and exit can be tested without the golden rule. For infinite $U$ and a filled lead, an empty orbital couples only to states with one electron on the orbital and one hole of the same spin in the lead, so the many-electron problem can be diagonalized as it stands. The decay rates found are $2.026\,\gamma$ for entry and $1.006\,\gamma$ for exit. The small excess comes from the finite band, of half-width $D=50\hbar\gamma$. For one spin channel the level shift near the band centre is
\begin{equation}
\frac{\hbar\gamma}{2\pi}\ln\frac{D+E}{D-E}\simeq\frac{\hbar\gamma}{\pi D}E .
\end{equation}
The decaying state then obeys $E(1-\hbar\gamma/\pi D)=-i\hbar\gamma/2$, which raises the rate by the fraction $\hbar\gamma/\pi D=0.006$. Two channels double both the rate and this fraction.

\subsection*{Mean field at 20 mV}

Write $n_\sigma=\langle n_\sigma\rangle+\delta n_\sigma$ and drop $U\,\delta n_\uparrow\delta n_\downarrow$. Each spin then sees the mean charge of the other. The restricted form sets $\langle n_\uparrow\rangle=\langle n_\downarrow\rangle=n$, so both spins have the single level $\varepsilon+Un$. Suppose that this level lies in the window. Each spin enters from the left at rate $\gamma(1-n)$ and leaves to the right at rate $\gamma n$, so $n=\tfrac12$. The level is $2+10\times\tfrac12=7$ meV, which is indeed below $\mu_L=10$ meV, and the solution is consistent. Each spin carries $e\gamma/2$, and the total is $e\gamma=243.4$ pA.

In this solution the spins are uncorrelated, so the orbital is doubly occupied with probability $n^2=\tfrac14$. The rate equations give $3.4\times10^{-10}$. This counts only thermally activated double occupation. Second-order processes are left out here: virtual double occupation, and the joint entry of two electrons into the empty orbital, which is allowed because $2\mu_L=20$ meV exceeds $2\varepsilon+U=14$ meV. Together they add at most an amount of order $\hbar\gamma/(\varepsilon+U-\mu_L)=5\times10^{-4}$, still far below $\tfrac14$. Mean field charges every electron the average price $U/2$, which the bias can pay. The actual price is either zero or $U$, and in a single tunnelling event the bias cannot pay $U$.

\section{The correct statement}

Let $\hbar\gamma\ll kT\ll\varepsilon,U$ with $\varepsilon>0$, equal couplings and symmetric bias. Up to thermal rounding of the edges:
\begin{enumerate}
\item Sequential tunnelling gives $I=0$ for $0<eV<2\varepsilon$, $I=\tfrac23e\gamma$ for $2\varepsilon<eV<2(\varepsilon+U)$, and $I=e\gamma$ above.
\item Restricted mean field gives $I=0$ for $0<eV<2\varepsilon$, the ramp $I=e\gamma\,(eV-2\varepsilon)/U$ for $2\varepsilon<eV<2\varepsilon+U$, and $I=e\gamma$ above.
\end{enumerate}
For equal couplings it is thus only half true that mean field smears the plateau into a ramp. The ramp covers the first half of the plateau, here 4 to 14 mV. Over the second half, 14 to 24 mV, the blockade is absent from the mean-field current.

\section{Proof for sequential tunnelling}

Let $f_L(E)$ and $f_R(E)$ be the lead Fermi functions and $F=(f_L+f_R)/2$. Write $F_0=F(\varepsilon)$ and $F_1=F(\varepsilon+U)$. Both leads together add an electron of given spin at rate $2\gamma F$ and remove it at rate $2\gamma(1-F)$. By spin symmetry both singly occupied states have the same probability $p$; let $p_2$ be that of double occupation. The charge states form a chain 0--1--2, so in the stationary state the net probability flow across each link vanishes:
\begin{align}
F_0\,p_0&=(1-F_0)\,p, & F_1\,p&=(1-F_1)\,p_2 .
\end{align}
The occupation per spin is $n=p+p_2$, and $p_0+p=1-n$ because $p_0+2p+p_2=1$. Moving the terms with $F_0$ and $F_1$ to the left gives
\begin{equation}
p=(1-n)F_0,\qquad p_2=nF_1 .
\end{equation}
Their sum is $n=(1-n)F_0+nF_1$, hence
\begin{equation}
n=\frac{F_0}{1+F_0-F_1}.
\end{equation}
The current through the left contact, summed over two spins, is
\begin{align}
I&=2e\gamma\big\{f_L(\varepsilon)p_0-[1-f_L(\varepsilon)]p
+f_L(\varepsilon+U)p-[1-f_L(\varepsilon+U)]p_2\big\}\nonumber\\
&=2e\gamma\big\{(1-n)[f_L(\varepsilon)-F_0]+n[f_L(\varepsilon+U)-F_1]\big\}\nonumber\\
&=e\gamma\big\{(1-n)[f_L-f_R](\varepsilon)+n[f_L-f_R](\varepsilon+U)\big\}.
\label{eq:me}
\end{align}
The second line uses $p_0+p=1-n$, $p+p_2=n$ and the expressions for $p$ and $p_2$; the third uses $f_L-F=(f_L-f_R)/2$.

Below the first threshold all Fermi functions in (\ref{eq:me}) vanish. On the plateau $F_0=\tfrac12$ and $F_1=0$, so $n=\tfrac13$ and $I=\tfrac23e\gamma$. Above the second threshold $F_0=F_1=\tfrac12$, so $n=\tfrac12$ and $I=e\gamma$. This proves the first part.

The edge at $eV=2\varepsilon$ follows from $F_0=f/2$ and $F_1=0$, with $f=f_L(\varepsilon)=1/(1+B)$ and $B=e^{(\varepsilon-\mu_L)/kT}$. Then $n=f/(2+f)$ and
\begin{equation}
\frac{I}{e\gamma}=(1-n)f=\frac{2f}{2+f}=\frac{2}{3+2B}
=\frac{2/3}{1+\tfrac23B}.
\end{equation}
Between 10\% and 90\% of the step, $B$ falls by a factor of 81. So $\mu_L$ moves by $kT\ln81=2kT\ln9$ and $eV$ by $4kT\ln9$, which is 0.88 meV here. Halving the temperature halves this width.

\section{Proof for restricted mean field}

With a single level for both spins, the noninteracting balance gives
\begin{equation}
n=F(\varepsilon+Un),\qquad I=e\gamma\,[f_L-f_R](\varepsilon+Un).
\label{eq:mf}
\end{equation}
The left side of the first equation rises with $n$ and the right side falls, so there is one solution. Since the level is never below $\varepsilon$ and $\mu_R\le0$, $f_R$ is at most about $e^{-\varepsilon/kT}$ and can be dropped. With $x=I/e\gamma$ we then have $x=f_L$ and $n=x/2$. Inverting the Fermi function $x=1/[1+e^{(\varepsilon+Ux/2-\mu_L)/kT}]$ gives
\begin{equation}
\mu_L=\varepsilon+\frac{Ux}{2}+kT\ln\frac{x}{1-x}.
\label{eq:ramp}
\end{equation}
For $kT\to0$ at fixed $0<x<1$ the logarithmic term disappears, and $x=2(\mu_L-\varepsilon)/U=(eV-2\varepsilon)/U$. This is the ramp. For smaller $\mu_L$ the solution tends to $x=0$, and for $\mu_L>\varepsilon+U/2$ to $x=1$, which proves the second part.

On the ramp the level is pinned near $\mu_L$: any rise in occupation lifts the level and shuts off the inflow. At 9 mV, $\mu_L=4.5$ meV, the level is at 4.5 meV, and $x=0.5$. Setting $x=\tfrac23$ in (\ref{eq:ramp}) gives the bias where the two theories cross on the plateau,
\begin{equation}
eV=2\left(\varepsilon+\tfrac{U}{3}+kT\ln2\right)=2(2+3.33+0.07)\ \text{meV}=10.8\ \text{meV}.
\end{equation}
On the plateau, mean field is too small below 10.8 mV and too large above it. Beyond the plateau the two currents agree, once the thermally rounded edge at 24 mV is passed; at 24 mV itself $F_0=\tfrac12$ and $F_1=\tfrac14$, and (\ref{eq:me}) gives $0.8\,e\gamma$.

The ramp is not a thermal effect. By (\ref{eq:ramp}) its 10--90\% width in $eV$ is $0.8U+4kT\ln9=8.88$ meV. Halving $kT$ reduces it only to 8.44 meV.

Comparing (\ref{eq:me}) with (\ref{eq:mf}) shows what was lost. The rate equations distribute weight $1-n$ at $\varepsilon$ and weight $n$ at $\varepsilon+U$. Mean field puts all the weight at
\begin{equation}
(1-n)\varepsilon+n(\varepsilon+U)=\varepsilon+Un .
\end{equation}
For a given $n$ it keeps the centre of gravity of the addition energies and loses their splitting, and the splitting is the blockade.

\section{Zero bias: a maximum in place of a valley}

Let a gate shift $\varepsilon$ to negative values, so that $-U<\varepsilon<0$ and the orbital holds one electron. Reversing $V$ exchanges the leads and leaves $F$ unchanged, so $n$ has no term linear in $V$. To first order $f_L-f_R=eV\,f(1-f)/kT$. With $G=(e^2\gamma/kT)\,g$, equation (\ref{eq:me}) gives
\begin{equation}
g=(1-n)f_0(1-f_0)+nf_1(1-f_1),
\end{equation}
where $f_0$ and $f_1$ are taken at $\varepsilon$ and $\varepsilon+U$. In restricted mean field $f=n$ at the level, so $g=n(1-n)$.

Near $\varepsilon=0$, $f_1$ vanishes, $n=f_0/(1+f_0)$ and $g=f_0(1-f_0)/(1+f_0)$. Setting the derivative to zero gives $1-2f_0-f_0^2=0$, so $f_0=\sqrt2-1$ and $g=3-2\sqrt2=0.172$. In the middle of the valley, $\varepsilon=-U/2$, one has $n=\tfrac12$ and $g\simeq e^{-U/2kT}=e^{-50}\simeq2\times10^{-22}$. This number says that sequential tunnelling is shut off. It does not predict the measured conductance, because the neglected cotunnelling is a power of $\gamma$ and not exponentially small.

Restricted mean field has $n=\tfrac12$ at the same point, hence $g=\tfrac14$, the largest value that $n(1-n)$ can take. It places its conductance maximum where transport is most strongly blocked. The failure persists at finite bias. For $\varepsilon=-U/2$ the restricted mean-field level stays at zero energy, since $F(0)=\tfrac12$ for every symmetric bias, and the current is $e\gamma\tanh(eV/4kT)$. It is full once $eV\gg kT$, whereas the rate equations give no current until $eV$ reaches $U$.

\section{Conditions on the two thirds}

At $\varepsilon=-U/2$ both addition energies enter the window together at $eV=U$, and the sequential current rises from zero to $e\gamma$ with no intermediate plateau. The fraction $\tfrac23$ needs one addition energy to enter before the other.

It also needs equal couplings. For rates $\Gamma_L$ and $\Gamma_R$ the plateau balance is $2\Gamma_Lp_0=\Gamma_Rp_1$, so $p_1=2\Gamma_L/(2\Gamma_L+\Gamma_R)$. The full current is that of two independent spins, each with $\Gamma_L(1-n)=\Gamma_Rn$. Thus
\begin{equation}
I_{\text{plateau}}=\frac{2e\Gamma_L\Gamma_R}{2\Gamma_L+\Gamma_R},\qquad
I_{\text{full}}=\frac{2e\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R},\qquad
\frac{I_{\text{plateau}}}{I_{\text{full}}}=\frac{\Gamma_L+\Gamma_R}{2\Gamma_L+\Gamma_R}.
\end{equation}
The ratio tends to 1 when entry is the bottleneck and to $\tfrac12$ when exit is. The length of the mean-field ramp changes as well. With the level inside the window $n=\Gamma_L/(\Gamma_L+\Gamma_R)$, so the ramp ends at $\mu_L=\varepsilon+U\Gamma_L/(\Gamma_L+\Gamma_R)$ and covers the fraction $\Gamma_L/(\Gamma_L+\Gamma_R)$ of the plateau.

\section{Breaking the spin symmetry}

Unrestricted mean field allows $n_\uparrow\neq n_\downarrow$, with $n_\uparrow=F(\varepsilon+Un_\downarrow)$ and $n_\downarrow=F(\varepsilon+Un_\uparrow)$. For $\varepsilon<\mu_L<\varepsilon+U/2$ and small $kT$ it has the solution $n_\uparrow=\tfrac12$, $n_\downarrow=0$: the down level at $\varepsilon+U/2$ is above the window. One spin carries $e\gamma/2=121.7$ pA, so there is a flat plateau, but at one half instead of two thirds. Its spin polarization is absent from the rate equations, whose stationary state has equal spin occupations.

Once $\mu_L$ exceeds $\varepsilon+U/2$ by a few $kT$ this solution is lost; for the present parameters a polarized solution survives past 14 mV and disappears between 14.5 and 14.7 mV. With the right lead empty, $F\le\tfrac12$, so neither level can lie above $\varepsilon+U/2$. Both are in the window, both occupations are $\tfrac12$, and the current is again $e\gamma$. At 12 mV the restricted and unrestricted currents are 188.7 and 121.7 pA; at 16 mV both are 243.4 pA. The rate equations give 162.3 pA at both biases.

Breaking the symmetry also changes the zero-bias result. At $\varepsilon=-U/2$ and small $kT$ the unrestricted equations have, besides $n_\uparrow=n_\downarrow=\tfrac12$, the solution $n_\uparrow=1$, $n_\downarrow=0$, with levels at $-U/2$ and $U/2$. Its conductance is $g\simeq e^{-U/2kT}$, as in the rate equations. The valley is restored, but again with a spin polarization that the rate equations do not have.

\section*{Calculated quantities}
\begin{verbatim}
level energy eps = 2.0 meV
charging energy U = 10.0 meV
kT = 0.10 meV, T = 1.160 K
hbar*gamma = 0.001 meV
full current e*gamma = 243.4 pA
plateau current at 20 mV = 162.3 pA
plateau/full = 0.6667
exact entry rate = 2.026 gamma
exact exit rate = 1.006 gamma
true plateau: 4.0 to 24.0 mV
RMF ramp: 4.0 to 14.0 mV
V (mV) | I in pA: master, RMF, UMF | I/(e*gamma): same order
  2.0 |    0.0    0.0    0.0 | 0.0000 0.0000 0.0000
  6.0 |  162.3   54.7  121.7 | 0.6666 0.2248 0.5000
  9.0 |  162.3  121.7  121.7 | 0.6667 0.5000 0.5000
 12.0 |  162.3  188.7  121.7 | 0.6667 0.7752 0.5000
 16.0 |  162.3  243.4  243.4 | 0.6667 1.0000 1.0000
 20.0 |  162.3  243.4  243.4 | 0.6667 1.0000 1.0000
 30.0 |  243.4  243.4  243.4 | 1.0000 1.0000 1.0000
RMF crosses 2/3 of full current at 10.81 mV
RMF level at 9 mV = 4.500 meV
RMF level at 20 mV = 7.000 meV
second addition energy eps+U = 12.0 meV
20 mV, master: n = 0.3333, P2 = 3.4e-10
20 mV, RMF: n = 0.5000, n^2 = 0.2500
9 mV, UMF: n_up = 0.5000, n_dn = 6.9e-12
10-90% width, kT=0.10 meV: master 0.879 mV, RMF 8.879 mV
10-90% width, kT=0.05 meV: master 0.439 mV, RMF 8.439 mV
Zero-bias conductance in e^2*gamma/kT:
  master peak = 0.1716 at eps = 0.035 meV
  master mid-valley (sequential only) = 1.93e-22
  RMF mid-valley = 0.2500
\end{verbatim}
